# Correlation Energy of the Moshinsky Atom and the Limit of Its Series: verification in Python

```python
"""Moshinsky atom: two opposite-spin electrons in a 3D harmonic trap, coupled by a spring.
H = sum_i [p_i^2/2m + m w^2 r_i^2/2] + (kappa/2)|r1-r2|^2,   g = kappa/(m w^2).
Results under test, for g > -1/2 and in units of hbar*w:
  exact energy         E    = (3/2)(1 + sqrt(1+2g))
  Hartree-Fock energy  E_HF = 3 sqrt(1+g)
  correlation energy   E_c  = E - E_HF = (3/2) sum_n binom(1/2,n)(2^n - 2) g^n
  branch point of the exact energy at g = -1/2, with exponent 1/2.
The Moller-Plesset series, a power series in q = g/(1+g), is tested as a contrast.
Tests use oscillator units hbar = m = w = 1; the worked example uses SI constants.
"""
import numpy as np
import sympy as sp
from scipy import constants as const


def exact_energy(g):
    return 1.5 * (1 + np.sqrt(1 + 2 * g))


def hf_energy(g):
    return 3 * np.sqrt(1 + g)


def correlation_energy(g):
    return exact_energy(g) - hf_energy(g)


# Binomial coefficients binom(1/2, n)
MAX_ORDER = 4000
half_binomial = np.ones(MAX_ORDER + 1)
for n in range(1, MAX_ORDER + 1):
    half_binomial[n] = half_binomial[n - 1] * (1.5 - n) / n


def coupling_sum(g, order):
    """Correlation energy from powers of g up to the given order."""
    n = np.arange(2, order + 1)
    powers = (2.0 * g) ** n - 2 * float(g) ** n
    return 1.5 * np.sum(half_binomial[n] * powers)


def mp_term(g, n):
    """Moller-Plesset energy of order n >= 2."""
    q = g / (1 + g)
    return 1.5 * np.sqrt(1 + g) * half_binomial[n] * q**n * (1 + (-1) ** n)


def mp_sum(g, order):
    return sum(mp_term(g, n) for n in range(2, order + 1))


# --- Exact eigenfunction: local energy in all six Cartesian coordinates ---
coupling = sp.symbols("g", positive=True)
first = sp.symbols("x1:4", real=True)
second = sp.symbols("y1:4", real=True)
root = sp.sqrt(1 + 2 * coupling)
exponent = sum((a + b)**2 / 4 + root * (a - b)**2 / 4 for a, b in zip(first, second))
potential = sum((a**2 + b**2) / 2 + coupling * (a - b)**2 / 2
                for a, b in zip(first, second))
kinetic = sum((sp.diff(exponent, c, 2) - sp.diff(exponent, c)**2) / 2
              for c in first + second)
local_energy = sp.expand(kinetic + potential)
assert sp.simplify(local_energy - sp.Rational(3, 2) * (1 + root)) == 0


# --- Two particles along one axis, in products of one-particle oscillator states ---
def pair_matrices(max_quanta):
    """Even-parity product states: quanta, (x1-x2)^2 and x1^2+x2^2."""
    size = max_quanta + 3
    ladder = np.diag(np.sqrt(np.arange(1, size) / 2), 1)
    x_big = ladder + ladder.T
    keep = max_quanta + 1
    x = x_big[:keep, :keep]
    x_squared = (x_big @ x_big)[:keep, :keep]
    unit = np.eye(keep)
    states = [(a, b) for a in range(keep) for b in range(keep - a) if (a + b) % 2 == 0]
    a, b = np.array(states).T
    aa, bb = np.ix_(a, a), np.ix_(b, b)
    one_body = x_squared[aa] * unit[bb] + unit[aa] * x_squared[bb]
    return (a + b).astype(float), one_body - 2 * x[aa] * x[bb], one_body


quanta, distance_sq, one_body_sq = pair_matrices(40)
for g in (-0.4, -0.2, 1.0):
    levels = np.linalg.eigvalsh(np.diag(quanta + 1) + 0.5 * g * distance_sq)
    relative = np.sqrt(1 + 2 * g)
    expected = sorted(c + 0.5 + (r + 0.5) * relative
                      for c in range(12) for r in range(12) if (c + r) % 2 == 0)
    assert np.allclose(levels[:4], expected[:4], atol=1e-7)
    assert abs(3 * levels[0] - exact_energy(g)) < 1e-8  # three equal axes

# Beyond the branch point the lowest basis energy keeps falling
falling = []
for size in (10, 20, 40):
    number, dist, _ = pair_matrices(size)
    falling.append(np.linalg.eigvalsh(np.diag(number + 1) - 0.3 * dist)[0])
assert falling[1] < falling[0] - 0.5 and falling[2] < falling[1] - 1.0


# --- Hartree-Fock: radial self-consistent calculation in three dimensions ---
step = 0.15
index = np.arange(1, 71)
radius = step * index
diff = index[:, None] - index[None, :]
total = index[:, None] + index[None, :]
safe_diff = np.where(diff == 0, 1, diff)
sign = np.where(diff % 2 == 0, 1.0, -1.0)
off_diagonal = sign * (1 / safe_diff**2 - 1 / total**2) / step**2
on_diagonal = (np.pi**2 / 3 - 1 / (2 * index**2)) / (2 * step**2)
radial_kinetic = np.where(diff == 0, np.diag(on_diagonal), off_diagonal)
radial_core = radial_kinetic + np.diag(radius**2 / 2)
cosines, weights = np.polynomial.legendre.leggauss(4)
mean_distance_sq = sum(
    0.5 * w * (radius[:, None]**2 + radius[None, :]**2
               - 2 * c * radius[:, None] * radius[None, :])
    for c, w in zip(cosines, weights))


def scf_energy(g):
    density = radius**2 * np.exp(-radius)
    density /= density.sum()
    for _ in range(6):
        mean_field = 0.5 * g * mean_distance_sq @ density
        orbital = np.linalg.eigh(radial_core + np.diag(mean_field))[1][:, 0]
        density = orbital**2
    repulsion = density @ (0.5 * g * mean_distance_sq) @ density
    return 2 * orbital @ radial_core @ orbital + repulsion


for g in (-0.4, -0.2, 1.0):
    assert abs(scf_energy(g) - hf_energy(g)) < 1e-8

# --- Energy of moving the two orbitals apart, by quadrature on a line ---
grid_step = 0.2
line = grid_step * np.arange(-60, 61)
gap = np.arange(121)[:, None] - np.arange(121)[None, :]
safe_gap = np.where(gap == 0, 1, gap)
line_kinetic = np.where(gap == 0, np.pi**2 / 6,
                        np.where(gap % 2 == 0, 1.0, -1.0) / safe_gap**2) / grid_step**2
line_core = line_kinetic + np.diag(line**2 / 2)


def separated_energy(g, shift):
    orbitals = []
    for centre in (shift, -shift):
        f = np.exp(-np.sqrt(1 + g) * (line - centre)**2 / 2)
        orbitals.append(f / np.linalg.norm(f))
    u, v = orbitals
    spring = 0.5 * g * (line[:, None] - line[None, :])**2
    return u @ line_core @ u + v @ line_core @ v + u**2 @ spring @ v**2


shift = 0.5
displacement_cost = {}
for g in (-0.45, -0.55):
    cost = separated_energy(g, shift) - separated_energy(g, 0.0)
    displacement_cost[g] = cost
    assert abs(cost - (1 + 2 * g) * shift**2) < 1e-8
assert displacement_cost[-0.45] > 0 > displacement_cost[-0.55]


# --- Rayleigh-Schroedinger series from matrices ---
def perturbation_energies(excitation, perturbation, order):
    """Energy corrections; state 0 is the reference, with excitation energy zero."""
    inverse = np.zeros_like(excitation)
    inverse[1:] = 1 / excitation[1:]
    states = [np.eye(len(excitation))[0]]
    energies = [0.0]
    for n in range(1, order + 1):
        image = perturbation @ states[-1]
        energies.append(image[0])
        source = -image
        for k in range(1, n + 1):
            source = source + energies[k] * states[n - k]
        states.append(inverse * source)
    return np.array(energies)


series = 3 * perturbation_energies(quanta, 0.5 * distance_sq, 30)
orders = np.arange(1, 31)
formula = 1.5 * half_binomial[orders] * 2.0**orders
assert np.allclose(series[1:], formula, rtol=1e-7, atol=0)

# Position and exponent of the singularity from the matrix coefficients alone
last = 30
ratio = series[last] / series[last - 1]
previous = series[last - 1] / series[last - 2]
inverse_position = last * ratio - (last - 1) * previous
branch_position = 1 / inverse_position
branch_exponent = last * (1 - ratio / inverse_position) - 1
assert abs(branch_position + 0.5) < 1e-5
assert abs(branch_exponent - 0.5) < 1e-3

# Correlation coefficients: matrix series minus a fit to self-consistent energies
fit_range = 0.3
nodes = np.cos(np.pi * (np.arange(13) + 0.5) / 13)
scf_values = [scf_energy(fit_range * t) for t in nodes]
fit = np.polynomial.polynomial.polyfit(nodes, scf_values, 12)
hf_series = fit / fit_range ** np.arange(13)
numeric_coefficients = series[:5] - hf_series[:5]
assert abs(numeric_coefficients[1]) < 1e-6
for n in (2, 3, 4):
    assert abs(numeric_coefficients[n] - 1.5 * half_binomial[n] * (2**n - 2)) < 1e-4

# Convergence inside the disk, slow convergence at its edge, divergence outside
assert abs(coupling_sum(-0.2, 60) - correlation_energy(-0.2)) < 1e-12
edge_error = coupling_sum(-0.5, MAX_ORDER) - correlation_energy(-0.5)
assert abs(edge_error * np.sqrt(np.pi * MAX_ORDER) / 1.5 - 1) < 0.01
assert abs(coupling_sum(1.0, 40)) > 1e3 * abs(coupling_sum(1.0, 20))

# --- Moller-Plesset series: interaction minus the mean field of both electrons ---
for g in (-0.4, -0.2, 1.0):
    omega_hf = np.sqrt(1 + g)
    mean_sq = one_body_sq[0, 0] / (2 * omega_hf)
    field = 0.5 * g * (one_body_sq / omega_hf + 2 * mean_sq * np.eye(len(quanta)))
    fluctuation = 0.5 * g * distance_sq / omega_hf - field
    mp = 3 * perturbation_energies(omega_hf * quanta, fluctuation, 12)
    orbital_sum = 3 * (omega_hf + g * mean_sq)
    assert abs(orbital_sum + mp[1] - hf_energy(g)) < 1e-10
    assert np.allclose(mp[2:], [mp_term(g, n) for n in range(2, 13)], atol=1e-9)
    assert abs(mp_sum(g, 200) - correlation_energy(g)) < 1e-10

# --- Worked example ---
trap_ev = 1.0
omega = trap_ev * const.e / const.hbar
trap_spring = const.m_e * omega**2
length = np.sqrt(const.hbar / (const.m_e * omega))
print(f"trap quantum hbar*omega = {trap_ev:.1f} eV")
print(f"trap angular frequency = {omega:.4e} rad/s")
print(f"trap spring constant m*omega^2 = {trap_spring:.4f} N/m")
print(f"oscillator length = {length * 1e9:.4f} nm")
print(f"critical spring constant kappa = {-0.5 * trap_spring:.4f} N/m")
for n in (2, 3, 4, 5):
    value = 1.5 * half_binomial[n] * (2**n - 2)
    print(f"coefficient of g^{n} in E_c = {value:.6f} hbar*omega")
for n in (2, 3, 4):
    print(f"numerical coefficient of g^{n} = {numeric_coefficients[n]:.6f} hbar*omega")
print(f"branch point from matrix series: g = {branch_position:.6f}")
print(f"branch exponent from matrix series = {branch_exponent:.4f}")
print(f"E_c at the branch point = {trap_ev * correlation_energy(-0.5):.5f} eV")
print(f"error of order-{MAX_ORDER} sum there = {trap_ev * edge_error:.5f} eV")
for g, cost in displacement_cost.items():
    print(f"g={g}: cost of shifts +-{shift} lengths = {trap_ev * cost:.5f} eV")
for size, value in zip((10, 20, 40), falling):
    print(f"g=-0.6, one axis, {size} quanta: lowest = {trap_ev * value:.3f} eV")
for g in (-0.2, 1.0):
    print(f"g={g}: kappa = {g * trap_spring:.4f} N/m")
    print(f"g={g}: relative quantum = {trap_ev * np.sqrt(1 + 2 * g):.5f} eV")
    print(f"g={g}: HF quantum = {trap_ev * np.sqrt(1 + g):.5f} eV")
    print(f"g={g}: exact energy = {trap_ev * exact_energy(g):.6f} eV")
    print(f"g={g}: HF energy = {trap_ev * hf_energy(g):.6f} eV")
    e_c = trap_ev * correlation_energy(g)
    print(f"g={g}: E_c = {e_c:.6f} eV = {e_c * const.e:.4e} J")
    print(f"g={g}: Moller-Plesset parameter q = {g / (1 + g):.4f}")
    for order in (2, 4, 10, 20):
        by_coupling = trap_ev * coupling_sum(g, order)
        by_mp = trap_ev * mp_sum(g, order)
        print(f"g={g}, order {order}: g-series {by_coupling:.6f}, MP {by_mp:.6f} eV")
print("verified")
```

It prints:

```
trap quantum hbar*omega = 1.0 eV
trap angular frequency = 1.5193e+15 rad/s
trap spring constant m*omega^2 = 2.1026 N/m
oscillator length = 0.2760 nm
critical spring constant kappa = -1.0513 N/m
coefficient of g^2 in E_c = -0.375000 hbar*omega
coefficient of g^3 in E_c = 0.562500 hbar*omega
coefficient of g^4 in E_c = -0.820312 hbar*omega
coefficient of g^5 in E_c = 1.230469 hbar*omega
numerical coefficient of g^2 = -0.375000 hbar*omega
numerical coefficient of g^3 = 0.562500 hbar*omega
numerical coefficient of g^4 = -0.820312 hbar*omega
branch point from matrix series: g = -0.500000
branch exponent from matrix series = 0.5000
E_c at the branch point = -0.62132 eV
error of order-4000 sum there = 0.01338 eV
g=-0.45: cost of shifts +-0.5 lengths = 0.02500 eV
g=-0.55: cost of shifts +-0.5 lengths = -0.02500 eV
g=-0.6, one axis, 10 quanta: lowest = -0.284 eV
g=-0.6, one axis, 20 quanta: lowest = -1.801 eV
g=-0.6, one axis, 40 quanta: lowest = -5.191 eV
g=-0.2: kappa = -0.4205 N/m
g=-0.2: relative quantum = 0.77460 eV
g=-0.2: HF quantum = 0.89443 eV
g=-0.2: exact energy = 2.661895 eV
g=-0.2: HF energy = 2.683282 eV
g=-0.2: E_c = -0.021387 eV = -3.4265e-21 J
g=-0.2: Moller-Plesset parameter q = -0.2500
g=-0.2, order 2: g-series -0.015000, MP -0.020963 eV
g=-0.2, order 4: g-series -0.020813, MP -0.021373 eV
g=-0.2, order 10: g-series -0.021386, MP -0.021387 eV
g=-0.2, order 20: g-series -0.021387, MP -0.021387 eV
g=1.0: kappa = 2.1026 N/m
g=1.0: relative quantum = 1.73205 eV
g=1.0: HF quantum = 1.41421 eV
g=1.0: exact energy = 4.098076 eV
g=1.0: HF energy = 4.242641 eV
g=1.0: E_c = -0.144564 eV = -2.3162e-20 J
g=1.0: Moller-Plesset parameter q = 0.5000
g=1.0, order 2: g-series -0.375000, MP -0.132583 eV
g=1.0, order 4: g-series -0.632812, MP -0.142941 eV
g=1.0, order 10: g-series -9.122372, MP -0.144555 eV
g=1.0, order 20: g-series -3283.882504, MP -0.144564 eV
verified
```
